# Gamma-Point Supercells and Commensurate k-Points: Equivalence and Cost

A perfect crystal in $d$ dimensions has primitive vectors $\mathbf a_i$ and primitive cell volume $\Omega$ (an area if $d=2$). A supercell is built from

$$\mathbf A_i=\sum_{j=1}^d M_{ij}\,\mathbf a_j ,\qquad n=|\det M| ,$$

with $M$ an invertible integer matrix. Its volume is $\Omega_s=n\Omega$. The supercell is treated at its $\Gamma$ point: every orbital is unchanged by the translations $\mathbf A_i$. This problem asks which primitive-cell calculation contains the same information, under what conditions, and at what relative cost.

The setting is Kohn-Sham theory in a plane-wave basis, without spin polarization, so each orbital holds up to two electrons. The algebra uses atomic units. The primitive reciprocal vectors obey $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and $\mathbf G$ denotes an integer combination of the $\mathbf b_j$.

## (a) Which k-points fit into the supercell, and how many are there?

**Solution.** A plane wave $e^{i\mathbf Q\cdot\mathbf r}$ is allowed at the supercell $\Gamma$ point if $\mathbf Q\cdot\mathbf A_i=2\pi m_i$ with integer $m_i$. Write $\mathbf Q=\sum_j q_j\mathbf b_j$. Then

$$\mathbf Q\cdot\mathbf A_i=\sum_j M_{ij}\,\mathbf Q\cdot\mathbf a_j=2\pi\sum_j M_{ij}q_j
\quad\Rightarrow\quad Mq=m,\qquad q=M^{-1}m .$$

In the primitive cell, two wave vectors that differ by a $\mathbf G$ belong to the same k-point. The vectors $q$ and $q'$ differ by an integer vector $g$ when $m-m'=Mg$. The distinct k-points are therefore the classes of integer vectors $m$ modulo the vectors $Mg$.

To count the classes, take the half-open parallelepiped $P=\{Mx:\ 0\le x_j<1\}$. Any $m$ can be written as $Mx$, and subtracting $M\lfloor x\rfloor$ brings it into $P$ in one way only. Each class thus has one member in $P$, and the number of classes is the number $p$ of integer points in $P$.

Now stack $L^d$ copies of $P$, shifted by vectors $Mg$, into a parallelepiped $L$ times as long in each direction. The shifts are integer vectors, so each copy holds $p$ integer points, and the stack holds $pL^d$. Its volume is $L^d|\det M|$. Attach a unit cube to each integer point: the number of points equals the volume up to a surface error of order $L^{d-1}$. Dividing by $L^d$ and letting $L\to\infty$ gives

$$p=|\det M|=n .$$

There are $n$ commensurate k-points. The same count applied to $M^T$ shows that the supercell contains $n$ primitive lattice sites $\mathbf t$.

## (b) How do the two plane-wave bases compare?

**Solution.** By part (a), each allowed $\mathbf Q$ lies in one class. Once a representative $\mathbf k$ has been chosen for each class, the decomposition $\mathbf Q=\mathbf k+\mathbf G$ is unique. The supercell basis with cutoff $E_c$ is then a disjoint union,

$$\{\mathbf Q:\tfrac12|\mathbf Q|^2\le E_c\}=\bigcup_{\mathbf k}\{\mathbf k+\mathbf G:\tfrac12|\mathbf k+\mathbf G|^2\le E_c\}.$$

This requires the primitive calculation to apply the cutoff to $|\mathbf k+\mathbf G|^2/2$. With one fixed list of $\mathbf G$ for all $\mathbf k$, the two bases would in general differ. The number of plane waves $N_{\mathbf k}$ may vary with $\mathbf k$, and the supercell has $\sum_{\mathbf k}N_{\mathbf k}$ of them.

## (c) What does the supercell Hamiltonian look like if the potential has the primitive periodicity?

**Solution.** Use the normalized functions $e^{i\mathbf Q\cdot\mathbf r}/\sqrt{\Omega_s}$ and set $\mathbf K=\mathbf Q-\mathbf Q'$. Divide the supercell into $n$ primitive cells by writing $\mathbf r=\mathbf r'+\mathbf t$, and use $V(\mathbf r'+\mathbf t)=V(\mathbf r')$:

$$V_{\mathbf Q\mathbf Q'}=\frac1{n\Omega}\int_{\Omega_s}e^{-i\mathbf K\cdot\mathbf r}V(\mathbf r)\,d\mathbf r
=\underbrace{\frac1n\sum_{\mathbf t}e^{-i\mathbf K\cdot\mathbf t}}_{S(\mathbf K)}\;\frac1\Omega\int_{\Omega}e^{-i\mathbf K\cdot\mathbf r'}V(\mathbf r')\,d\mathbf r' .$$

Adding $\mathbf a_j$ to every $\mathbf t$ only permutes the sites, up to supercell translations, and $e^{-i\mathbf K\cdot\mathbf t}$ does not notice those. Hence

$$S(\mathbf K)=e^{-i\mathbf K\cdot\mathbf a_j}S(\mathbf K)\quad\text{for every }j .$$

Either $S=0$, or $\mathbf K\cdot\mathbf a_j$ is a multiple of $2\pi$ for every $j$. In the second case $\mathbf K$ is a primitive reciprocal vector, each term of the sum is 1, and $S=1$. With $\mathbf Q=\mathbf k+\mathbf G$ and $\mathbf Q'=\mathbf k'+\mathbf G'$,

$$H_{\mathbf Q\mathbf Q'}=\delta_{\mathbf k\mathbf k'}\left[\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+\frac1\Omega\int_\Omega e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}V(\mathbf r)\,d\mathbf r\right].$$

The bracket is the primitive-cell Hamiltonian at $\mathbf k$. The supercell matrix is block diagonal with these $n$ blocks, so its spectrum is the union of the $n$ primitive spectra, multiplicities included.

Three remarks fix the range of this result.

- If integrals are replaced by sums over grid points, the argument is unchanged provided the supercell grid is the primitive grid repeated at each $\mathbf t$. With another grid, agreement holds up to the grid error.
- A nonlocal pseudopotential $W(\mathbf r,\mathbf r')$ that is unchanged when both arguments are shifted by $\mathbf a_j$ obeys the same rule. The shift multiplies its matrix element by $e^{-i\mathbf K\cdot\mathbf a_j}$ and must leave it unchanged. For $\mathbf K=\mathbf G-\mathbf G'$, each primitive cell contributes equally to the outer integral, which gives the primitive value.
- If one ion is displaced, $V$ loses the primitive periodicity. The factor $S$ can then no longer be split off, and different $\mathbf k$ are in general coupled.

An eigenvector of block $\mathbf k$ has the same coefficients in both calculations. Only the normalization volume differs:

$$\psi^{s}_{\mathbf kb}(\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}\frac{e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}}{\sqrt{n\Omega}}=\frac{1}{\sqrt n}\,\psi_{\mathbf kb}(\mathbf r),$$

where $\psi_{\mathbf kb}$ is normalized in one primitive cell and $b$ labels bands.

## (d) Do the occupations, density, energy and self-consistent solution also agree?

**Solution.** Let $f(\varepsilon)=[e^{(\varepsilon-\mu)/k_BT}+1]^{-1}$ with $T>0$, and let there be $N_e$ electrons per primitive cell. The supercell condition for the Fermi level $\mu$ is

$$\sum_{\mathbf kb}2f(\varepsilon_{\mathbf kb})=nN_e\quad\Longleftrightarrow\quad\frac1n\sum_{\mathbf kb}2f(\varepsilon_{\mathbf kb})=N_e .$$

The right-hand form is the primitive-cell condition with equal weights $1/n$. The left side increases with $\mu$, so the solution is unique and both calculations have the same $\mu$. The k-points must share this one Fermi level. In a metal, placing $N_e$ electrons at each k-point separately would be a different calculation.

The density follows from part (c):

$$\rho_e(\mathbf r)=\sum_{\mathbf kb}2f(\varepsilon_{\mathbf kb})|\psi^s_{\mathbf kb}|^2=\frac1n\sum_{\mathbf kb}2f(\varepsilon_{\mathbf kb})|\psi_{\mathbf kb}|^2 .$$

A supercell program may return mixtures of degenerate orbitals from different $\mathbf k$. This does no harm: degenerate orbitals have equal $f$, and a unitary mixing leaves the sum of their $|\psi|^2$ unchanged.

For a local ionic potential the free energy is $F=T_s+E_{es}+E_{xc}-TS_e$ (a nonlocal pseudopotential adds a sum over orbitals that scales like $T_s$), where $T_s$ is the kinetic energy, $E_{es}$ the electrostatic energy, $E_{xc}$ a local or semilocal exchange-correlation energy and $S_e$ the electronic entropy. Each term of the supercell is $n$ times the primitive one:

- $T_s$ and $S_e$ are sums over all $\mathbf kb$ in the supercell, and the same sums times $1/n$ in the primitive cell.
- $E_{xc}$ integrates a primitive-periodic function over $n$ cells.
- Take the ions as smeared charges, as in part (f); for point ions the sum below diverges. The sum then includes a constant self-energy for each ion. For the net charge density $\rho$ of a neutral cell, $E_{es}=\tfrac12\Omega_s\sum_{\mathbf K\ne0}v(\mathbf K)|\rho_{\mathbf K}|^2$, with $v=4\pi/K^2$ in three dimensions and $2\pi/K$ for charges in a plane. By the selection rule of part (c), only $\mathbf K=\mathbf G$ survives, with the primitive coefficient $\rho_{\mathbf G}$. The prefactor is $\Omega_s=n\Omega$.

Hence $F_s=nF$.

Now consider self-consistency. One cycle takes a potential to orbitals, then to a density, then to a new potential. Given a primitive-periodic input, the supercell cycle produces the same density, and so the same new potential, as the primitive cycle with $n$ k-points. A self-consistent primitive solution, repeated over the supercell, is therefore a self-consistent supercell solution. Conversely, each supercell solution with primitive periodicity is a primitive solution.

The words "with primitive periodicity" carry weight. The supercell also admits densities that differ from one primitive cell to the next, such as charge-density waves. One of these may have a lower free energy, and the primitive calculation cannot represent it. The equivalence concerns the periodic solution and does not show that it is the lowest.

## (e) How do the costs of the two calculations grow with $n$?

**Solution.** Let the primitive cell need $N_b$ bands, about $N$ plane waves and $N_g$ grid points at each k-point. Assume these numbers and the number of iterations do not depend on $n$, and that the supercell program makes no use of the block structure.

**Dense linear algebra.** The overlap matrix $C^\dagger C$, needed for orthonormalization, takes one multiplication for each pair of bands and each plane wave:

$$\text{supercell: }(nN_b)^2(nN)=n^3N_b^2N,\qquad \text{k-points: }n\,N_b^2N .$$

Diagonalization in the subspace of the bands behaves alike, with $(nN_b)^3$ against $nN_b^3$. This is the comparison $n^3$ against $n$, a ratio of $n^2$.

**Fourier transforms.** One fast Fourier transform on $N_g$ points costs a constant times $N_g\ln N_g$, and each band needs a fixed number of them:

$$\frac{\text{supercell}}{\text{k-points}}=\frac{(nN_b)(nN_g)\ln(nN_g)}{n\,N_bN_g\ln N_g}=n\left(1+\frac{\ln n}{\ln N_g}\right).$$

The supercell cost grows here as $n^2\ln(nN_g)$, not as $n^3$.

**Total and storage.** If, for $n=1$, linear algebra takes a time $\alpha$ and transforms a time $\beta$, the totals are

$$C_s=\alpha n^3+\beta n^2\left(1+\frac{\ln n}{\ln N_g}\right),\qquad C_k=(\alpha+\beta)\,n .$$

The cubic law describes the whole supercell calculation once $\alpha n$ is large compared with $\beta(1+\ln n/\ln N_g)$. For small cells with few bands, the quadratic part can dominate. Storing all orbitals takes $n^2N_bN$ coefficients against $nN_bN$.

For an $m\times m\times m$ supercell, $n=m^3$. Doubling each edge of a primitive cell multiplies the dense linear algebra by $8^3=512$, while eight k-points multiply it by 8.

**Time reversal.** For a real potential without magnetic fields or spin-orbit coupling, $\psi_{\mathbf k}^*$ is an orbital at $-\mathbf k$ with the same energy and the same $|\psi|^2$. One k-point of each pair $\pm\mathbf k$ suffices, with double weight. The supercell gains too: its $\Gamma$ orbitals can be chosen real, so that $c_{-\mathbf Q}=c_{\mathbf Q}^*$ and about half the coefficients are independent. Both savings are bounded factors and leave the powers of $n$ unchanged.

## (f) Work out the case $M=\begin{pmatrix}3&1\\0&2\end{pmatrix}$ for a two-dimensional model metal, and compare the costs with measured times.

The model is an electron layer on a square lattice with $a=4$ Å and three electrons per cell. The ions are Gaussian charges $Z=3$ with density proportional to $e^{-r^2/2\sigma^2}$ and $\sigma=0.5$ Å. The interaction is $2\pi/K$, and the exchange energy per area is taken as $-\tfrac43\sqrt{2/\pi}\,\rho_e^{3/2}$, without correlation. The cutoff is 120 eV and $k_BT=0.2$ eV.

**Solution.** Here $n=3\cdot2-1\cdot0=6$, and

$$M^{-1}=\frac16\begin{pmatrix}2&-1\\0&3\end{pmatrix},\qquad q=\left(\frac{2m_1-m_2}{6},\ \frac{m_2}{2}\right).$$

Taking $m_1=0,1,2$ and $m_2=0,1$, and folding into $[0,1)$, gives the six points below. They do not form a rectangular mesh. The two pairs $\pm\mathbf k$ share a row each.

| $q$ | plane waves | lowest two levels (eV) | electrons |
|---|---|---|---|
| $(0,0)$ | 37 | −19.688, −2.192 | 2.000 |
| $(\frac13,0),(\frac23,0)$ | 41 each | −19.644, −4.173 | 3.051 each |
| $(\frac16,\frac12),(\frac56,\frac12)$ | 40 each | −19.607, −4.324 | 3.406 each |
| $(\frac12,\frac12)$ | 44 | −19.563, −4.009 | 3.085 |

The plane waves add up to $37+2\cdot41+2\cdot40+44=243$, the number found in the supercell. The electrons average to

$$\frac{2.000+2(3.051)+2(3.406)+3.085}{6}=3.000 .$$

The uneven filling shows why a common Fermi level is needed. It lies at $-4.152$ eV. At $(\frac16,\frac12)$ the second level is 0.172 eV below it, so $2f=2/(1+e^{-0.172/0.2})\approx1.405$. With 2 electrons in the first level and about 0.001 in higher ones, this gives 3.406.

The supercell was solved separately, from a starting density with a 10% ripple that breaks the primitive periodicity. It returned to the periodic solution. Its lowest levels are −19.688, −19.644 (twice), −19.607 (twice) and −19.563 eV, as the table requires. Over all 243 levels the largest difference is $4\times10^{-9}$ eV. Both calculations give a free energy of $-6.7418$ eV per primitive cell ($-0.24776$ hartree), with a difference at the level of rounding error. This value includes the constant ion self-energy $Z^2\sqrt\pi/(4\sigma)=114.85$ eV per cell, so only differences of it have meaning.

Two changes show where the equivalence ends. Moving one ion by 0.1 Å along $\mathbf a_1$, with the electron density held fixed, produces matrix elements of up to 0.27 eV between different k blocks. In the perfect crystal they are below $10^{-8}$ eV. Shifting all six k-points by $0.10\,\mathbf b_1+0.07\,\mathbf b_2$, off the commensurate set, changes the free energy to $-6.7110$ eV, by 0.031 eV.

Equivalence is also not convergence. The supercells $M=\begin{pmatrix}2&0\\0&2\end{pmatrix}$, $\begin{pmatrix}2&1\\-1&2\end{pmatrix}$ and $\begin{pmatrix}3&1\\0&2\end{pmatrix}$, with $n=4$, 5 and 6, give $-6.870$, $-6.683$ and $-6.742$ eV per cell. Each agrees with its own k-point set, yet the values still scatter by almost 0.2 eV. A $12\times12$ mesh at the same cutoff gives $-6.626$ eV, above all three values. A $\Gamma$-only supercell inherits the sampling error of its $n$ k-points. The digits quoted also belong to the 120 eV cutoff. At 240 eV these free energies drop by 0.04 to 0.05 eV and the lowest $\Gamma$ level rises by 0.04 eV, while the scatter remains 0.18 eV.

For the costs, overlap products with 64 bands and 400 plane waves per cell were timed, as were transforms of 16 bands on a grid of $24^3=13\,824$ points per cell.

| $n$ | overlap: supercell, k-points (ms) | FFT: supercell, k-points (ms) |
|---|---|---|
| 2 | 2.22, 0.58 | 12.2, 5.7 |
| 4 | 17.7, 1.20 | 63.7, 12.5 |
| 8 | 124, 2.56 | 258, 25.8 |

The fitted powers of $n$ for the overlap are 2.90 and 1.07, close to the predicted 3 and 1. At $n=8$ the time ratio is 48.5, while the operation ratio is $8^2=64$. The difference is one of speed: the supercell performs $8^3\cdot64^2\cdot400=8.4\times10^8$ complex multiplications in 124 ms, or 6.8 per nanosecond, and the k-point version $1.3\times10^7$ in 2.56 ms, or 5.1 per nanosecond. Large products ran faster per operation on this machine.

For the transforms at $n=8$, the formula of part (e) gives $8(1+\ln8/\ln13\,824)=9.7$, and the measured ratio is $258/25.8=10.0$. The agreement is not equally close throughout: the predicted and measured ratios are 2.1 and 2.1 at $n=2$, but 4.6 and 5.1 at $n=4$. The fitted powers are 2.20 and 1.08. The logarithm alone raises the supercell power from 2 to about 2.09 over this range. The k-point power also lies above its predicted value of 1, and the two excesses partly cancel in the ratio. The timings do not identify the cause of either. The numerical check below asserts the equivalence results and, for the timings, only wide bounds on the fitted powers; the FFT ratios, the rates per nanosecond and the value 2.09 are worked out here from its printed times and the formulas of part (e).

## Computed values

```
lattice constant 4.0 A, ion width 0.5 A
cutoff 120 eV, smearing kT 0.2 eV
electrons per cell 3, grid 16 x 16
supercell matrix M = [[3, 1], [0, 2]]  n = 6
k (kappa1, kappa2) | plane waves | lowest 3 levels, eV | electrons
0.0000 0.0000 | 37 | -19.6880 -2.1918 -2.0853 | 2.0002
0.8333 0.5000 | 40 | -19.6074 -4.3241 -2.6658 | 3.4063
0.6667 0.0000 | 41 | -19.6439 -4.1726 -1.8903 | 3.0509
0.5000 0.5000 | 44 | -19.5625 -4.0093 -3.8923 | 3.0854
0.3333 0.0000 | 41 | -19.6439 -4.1726 -1.8903 | 3.0509
0.1667 0.5000 | 40 | -19.6074 -4.3241 -2.6658 | 3.4063
supercell plane waves: 243
supercell Gamma, lowest 12 levels, eV:
  -19.6880 -19.6439 -19.6439 -19.6074
  -19.6074 -19.5625 -4.3241 -4.3241
  -4.1726 -4.1726 -4.0093 -3.8923
Fermi level, k-points: -4.152245 eV
Fermi level, supercell: -4.152245 eV
free energy per cell, k-points: -6.74183968 eV
free energy per cell, supercell: -6.74183968 eV
free energy per cell, k-points: -0.24775804 hartree
SCF passes: k-points 13, supercell 27
largest level difference (all levels): 3.8e-09 eV
free energy difference: 1.8e-14 eV
largest density difference: 2.5e-10 per A^2
largest coupling between k blocks, perfect: 2.8e-09 eV
same, one ion moved by 0.1 A: 0.2732 eV
k-points after time reversal: 4, energy change 9.1e-15 eV
free energy, shifted k set: -6.711027 eV
shape M | n | free energy k-points, eV | fixed-point residual, eV
[[2, 0], [0, 2]] | 4 | -6.869926 | 1.4e-09
[[2, 1], [-1, 2]] | 5 | -6.682806 | 7.0e-09
[[3, 1], [0, 2]] | 6 | -6.741840 | 4.2e-10
overlap test per cell: 64 bands, 400 plane waves
FFT test per cell: 16 bands, 24^3 grid
n | overlap supercell, k-points | FFT supercell, k-points (ms)
2 | 2.22 0.58 | 12.23 5.73
4 | 17.66 1.20 | 63.66 12.45
8 | 124.10 2.56 | 257.92 25.79
measured powers of n, overlap: supercell 2.90, k-points 1.07
measured powers of n, FFT: supercell 2.20, k-points 1.08
overlap time ratio at n = 8: 48.5 (operation ratio n^2 = 64)
```
